# Voltage step across a charged insulating interlayer: test program

```python
"""
Result under test (Hartree atomic units): two parallel interfaces with free
charge +N and -N per area, a distance d apart in an insulator of relative
permittivity eps, with no outer field, give the potential change
    phi(right) - phi(left) = -4 pi N d / eps.
Symbols: N areal number density of elementary charges, d separation,
eps relative permittivity, a = N**-0.5 spacing of charges on a square lattice,
h distance outside the sheets at which a local potential is read.
The planar problem is solved by finite volumes, and the granular problem by
direct sums over point charges.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded

N = 3.0e-4
d = 20.0
eps = 4.0
formula_step = 4 * np.pi * N * d / eps

# ---------- planar Poisson problem by finite volumes ----------
dz = 0.5
z = -40.0 + dz * np.arange(201)          # nodes from -40 to 60
faces = z[:-1] + dz / 2                  # midpoints between nodes
i_left = int(np.argmin(abs(z)))
i_right = int(np.argmin(abs(z - d)))


def solve_poisson(eps_faces, node_charge):
    """Zero field at the left end, zero potential at the right end.
    node_charge is the free charge per area assigned to each node."""
    n = len(z) - 1
    bands = np.zeros((3, n))
    bands[1] = eps_faces
    bands[1, 1:] += eps_faces[:-1]
    bands[0, 1:] = -eps_faces[:-1]
    bands[2, :-1] = -eps_faces[:-1]
    phi = solve_banded((1, 1), bands, 4 * np.pi * dz * node_charge[:-1])
    return np.append(phi, 0.0)


def permittivity(left, inside, right):
    return np.where(faces < 0, left, np.where(faces > d, right, inside))


def sheets(q_left, q_right):
    charge = np.zeros_like(z)
    charge[i_left] = q_left
    charge[i_right] = q_right
    return charge


# Step and sign, for several permittivities outside the interlayer
for outer_left, outer_right in [(1.0, 1.0), (1.0, 12.0), (7.0, 3.0)]:
    phi = solve_poisson(permittivity(outer_left, eps, outer_right),
                        sheets(N, -N))
    numeric_change = phi[-1] - phi[0]
    assert abs(numeric_change + formula_step) < 1e-9 * formula_step

# Total charge at the left interface from the jump of the electric field
field = -np.diff(phi) / dz
total_charge = (field[i_left] - field[i_left - 1]) / (4 * np.pi)
bound_charge = total_charge - N
assert abs(total_charge - N / eps) < 1e-9 * N
assert abs(bound_charge + (1 - 1 / eps) * N) < 1e-9 * N
field_inside = field[(i_left + i_right) // 2]
assert abs(field_inside - 4 * np.pi * N / eps) < 1e-9 * field_inside


# Sheets of unequal width in a uniform dielectric: centroid distance counts
def gaussian_sheet(center, width):
    shape = np.exp(-0.5 * ((z - center) / width) ** 2)
    return shape / shape.sum()


spread = N * (gaussian_sheet(0.0, 1.5) - gaussian_sheet(d, 2.5))
phi_spread = solve_poisson(np.full(len(faces), eps), spread)
assert abs(phi_spread[0] - phi_spread[-1] - formula_step) < 1e-7 * formula_step

# Two equal halves with permittivities 2 and 6 (arithmetic mean 4)
eps_a, eps_b = 2.0, 6.0
inside = np.where(faces < d / 2, eps_a, eps_b)
phi_two = solve_poisson(permittivity(1.0, inside, 12.0), sheets(N, -N))
two_layer_step = phi_two[0] - phi_two[-1]
two_layer_formula = 4 * np.pi * N * (d / 2 / eps_a + d / 2 / eps_b)
assert abs(two_layer_step - two_layer_formula) < 1e-9 * two_layer_formula
assert two_layer_step > 1.2 * formula_step

# Unbalanced charges: same insulator drop, residual field in semiconductor
delta = 0.1 * N
eps_s = 12.0
phi_unb = solve_poisson(permittivity(1.0, eps, eps_s), sheets(N, -(N - delta)))
drop_unb = phi_unb[i_left] - phi_unb[i_right]
field_unb = -(phi_unb[-1] - phi_unb[-2]) / dz
assert abs(drop_unb - formula_step) < 1e-9 * formula_step
assert abs(field_unb - 4 * np.pi * delta / eps_s) < 1e-8 * field_inside

# ---------- point charges on facing square lattices ----------
a = N ** -0.5


def disc_distances_squared(radius_in_spacings):
    m = np.arange(-radius_in_spacings, radius_in_spacings + 1)
    r2 = (m[:, None] ** 2 + m[None, :] ** 2).ravel()
    return a ** 2 * r2[r2 <= radius_in_spacings ** 2].astype(float)


def potential_on_axis(r2, height):
    plus = 1 / np.sqrt(r2 + height ** 2)
    minus = 1 / np.sqrt(r2 + (height - d) ** 2)
    return np.sum(plus - minus) / eps


small_disc = disc_distances_squared(300)
large_disc = disc_distances_squared(600)


def lattice_step(h):
    """Direct sums; the leading 1/radius edge error is extrapolated away."""
    s, b = [potential_on_axis(r2, -h) - potential_on_axis(r2, d + h)
            for r2 in (small_disc, large_disc)]
    return 2 * b - s


def excess_from_harmonics(h):
    m = np.arange(-8, 9)
    G = 2 * np.pi / a * np.hypot(m[:, None], m[None, :]).ravel()
    G = G[G > 0]
    return np.sum(np.exp(-G * h) * (1 - np.exp(-G * d)) / (G * d))


heights = [0.5, 1.0, 2.0]
excesses = []
for ratio in heights:
    excess = lattice_step(ratio * a) / formula_step - 1
    # remaining edge error of the extrapolated sums is of order 1e-6
    assert abs(excess - excess_from_harmonics(ratio * a)) < 2e-5
    excesses.append(excess)
assert abs(excesses[-1]) < 5e-5          # far away: the averaged step

# ---------- SI evaluation ----------
bohr = const.physical_constants["Bohr radius"][0]
hartree_in_eV = const.physical_constants["Hartree energy in eV"][0]
step_SI = (const.e * (N / bohr ** 2) * (d * bohr)
           / (const.epsilon_0 * eps))
assert abs(step_SI - formula_step * hartree_in_eV) < 1e-7 * step_SI

# ---------- printed results ----------
step = phi[0] - phi[-1]
phi_vac = solve_poisson(np.ones(len(faces)), sheets(N, -N))
vacuum_step = phi_vac[0] - phi_vac[-1]
assert abs(vacuum_step / step - eps) < 1e-8

print(f"areal density N = {N:.1e} a0^-2")
print(f"separation d = {d:.1f} a0")
print(f"relative permittivity = {eps:.1f}")
print(f"field in interlayer = {field_inside:.4e} hartree/(e a0)")
print(f"voltage step (magnitude) = {step:.5f} hartree/e")
print(f"voltage step (magnitude) = {step_SI:.4f} V")
print(f"phi(right) - phi(left) = {phi[-1] - phi[0]:.5f} hartree/e")
print(f"step with permittivity 1 = {vacuum_step:.5f} hartree/e")
print(f"total charge, left interface = {total_charge:.3e} e/a0^2")
print(f"bound charge, left interface = {bound_charge:.3e} e/a0^2")
print(f"two-layer permittivities = {eps_a:.1f} and {eps_b:.1f}")
print(f"two-layer step = {two_layer_step:.5f} hartree/e")
print(f"two-layer effective permittivity = {vacuum_step/two_layer_step:.3f}")
print(f"imbalance delta = {delta:.1e} a0^-2")
print(f"semiconductor permittivity = {eps_s:.1f}")
print(f"insulator drop, unbalanced = {drop_unb:.5f} hartree/e")
print(f"semiconductor field, unbalanced = {field_unb:.3e} hartree/(e a0)")
print(f"charge spacing a = {a:.2f} a0")
print(f"decay length a/(2 pi) = {a / (2 * np.pi):.2f} a0")
for ratio, excess in zip(heights, excesses):
    print(f"local excess of step at h = {ratio:.1f} a: {100*excess:.3f} %")
print("ALL CHECKS PASSED")
```

Running it gives:

```
areal density N = 3.0e-04 a0^-2
separation d = 20.0 a0
relative permittivity = 4.0
field in interlayer = 9.4248e-04 hartree/(e a0)
voltage step (magnitude) = 0.01885 hartree/e
voltage step (magnitude) = 0.5129 V
phi(right) - phi(left) = -0.01885 hartree/e
step with permittivity 1 = 0.07540 hartree/e
total charge, left interface = 7.500e-05 e/a0^2
bound charge, left interface = -2.250e-04 e/a0^2
two-layer permittivities = 2.0 and 6.0
two-layer step = 0.02513 hartree/e
two-layer effective permittivity = 3.000
imbalance delta = 3.0e-05 a0^-2
semiconductor permittivity = 12.0
insulator drop, unbalanced = 0.01885 hartree/e
semiconductor field, unbalanced = 3.142e-05 hartree/(e a0)
charge spacing a = 57.74 a0
decay length a/(2 pi) = 9.19 a0
local excess of step at h = 0.5 a: 8.835 %
local excess of step at h = 1.0 a: 0.322 %
local excess of step at h = 2.0 a: 0.001 %
ALL CHECKS PASSED
```
